**Einstein A, line intensity and temperature scaling for a model diatomic**

The program tests \(A=3.136\times10^{-7}\nu^3\mathcal S/g_u\) s⁻¹ and the line intensity \(S(T)\) in cm/molecule that follows from it. Here \(\nu\) is the wavenumber in cm⁻¹, \(\mathcal S\) the line strength in D² summed over substates and components, and \(g_u\) the upper degeneracy. It asserts that a weakly driven two-level system gives the predicted frequency-integrated excitation, that angular quadrature reproduces the rotor strengths and the factor 1/3, and that counted cavity modes match the mode density. It also asserts that the rates lead to Boltzmann populations in thermal radiation, and that \(A\) for a charged oscillator equals its classical damping rate. Intensities at 296 K and those rescaled to 1000 K are compared with numerically integrated linear-response absorption profiles. The output shows R(10) falling to 0.563 of its 296 K intensity at 1000 K, while R(30) grows 155-fold. The sum of \(S/\nu\) over all vibrational lines of the model is the same at both temperatures, and leaving vibration out of the partition function makes the rescaled intensities 6% too high.

## Program and output

```python
"""
Result under test, for an electric-dipole line of a dilute gas:
  A    = 3.136e-7 nu^3 (strength/g_up)                        [1/s]
  S(T) = A g_up/(8 pi c nu^2) exp(-c2 E/T)(1-exp(-c2 nu/T))/Q(T)  [cm/molecule]
and the ratio S(T)/S(T0) used to rescale tabulated intensities.
nu: line wavenumber (1/cm); strength: squared dipole elements (debye^2) summed
over all substates and three components; g_up: upper degeneracy; E: lower-level
energy (1/cm); Q: partition function; c2 = h c/k (cm K).
Model molecule: harmonic oscillator times rigid rotor, round parameters.
"""
import numpy as np
from scipy import constants as const
from scipy.special import lpmv, gammaln

h, hbar, c, kB, eps0 = const.h, const.hbar, const.c, const.k, const.epsilon_0
DEBYE = 1e-21 / c                 # C m
C_CM = 100 * c                    # cm/s
C2 = 100 * h * c / kB             # cm K
A_COEF = 16 * np.pi**3 / (3 * eps0 * h) * 1e6 * DEBYE**2
S_COEF = A_COEF / (8 * np.pi * C_CM)

NU_VIB, B_ROT, MU10 = 2000.0, 2.0, 0.1    # 1/cm, 1/cm, debye
T_REF, T_HOT = 296.0, 1000.0              # K
V_MAX, J_MAX = 20, 150


def energy(v, J):
    return NU_VIB * v + B_ROT * J * (J + 1)


def partition(T, v_max=V_MAX):
    v = np.arange(v_max + 1)[:, None]
    J = np.arange(J_MAX + 1)[None, :]
    return np.sum((2 * J + 1) * np.exp(-C2 * energy(v, J) / T))


def einstein_a(nu, mu_squared):
    return A_COEF * nu**3 * mu_squared


def intensity(a, g_up, nu, e_low, T, Q):
    return (a * g_up / (8 * np.pi * C_CM * nu**2) * np.exp(-C2 * e_low / T)
            * (1 - np.exp(-C2 * nu / T)) / Q)


def scaling_factors(nu, e_low, T, T0):
    return (partition(T0) / partition(T),
            np.exp(-C2 * e_low * (1 / T - 1 / T0)),
            (1 - np.exp(-C2 * nu / T)) / (1 - np.exp(-C2 * nu / T0)))


# --- Weakly driven two-level system, integrated over driving frequency ---
def driven_ratio():
    w0, V, t_end, dt = 1.0, 1e-4, 400.0, 0.1
    w = np.linspace(0.5, 1.5, 601)[None, :]
    phase = np.array([0.0, np.pi / 2])[:, None]
    amp = np.zeros((2, 2, 601), complex)
    amp[0] = 1.0

    def rhs(t, y):
        drive = -1j * V * np.cos(w * t + phase)
        turn = np.exp(1j * w0 * t)
        return np.array([drive * np.conj(turn) * y[1], drive * turn * y[0]])

    for n in range(int(round(t_end / dt))):
        t = n * dt
        k1 = rhs(t, amp)
        k2 = rhs(t + dt / 2, amp + dt / 2 * k1)
        k3 = rhs(t + dt / 2, amp + dt / 2 * k2)
        k4 = rhs(t + dt, amp + dt * k3)
        amp = amp + dt / 6 * (k1 + 2 * k2 + 2 * k3 + k4)
    prob = np.mean(np.abs(amp[1])**2, axis=0)
    area = np.sum((prob[1:] + prob[:-1]) / 2) * (w[0, 1] - w[0, 0])
    return area / (np.pi * V**2 * t_end / 2)


drive_ratio = driven_ratio()
# The finite frequency window omits about 0.3 percent of the area.
assert abs(drive_ratio - 1) < 0.01

# --- Rotor strengths by angular quadrature for a unit dipole on the axis ---
X, W = np.polynomial.legendre.leggauss(80)


def theta_function(J, M):
    m = abs(M)
    norm = np.sqrt((2 * J + 1) / 2 * np.exp(gammaln(J - m + 1) - gammaln(J + m + 1)))
    return norm * lpmv(m, J, X)


def rotor_strengths(J_low, J_up):
    per_upper, z_total = [], 0.0
    for M in range(-J_up, J_up + 1):
        upper, total = theta_function(J_up, M), 0.0
        for M_low in (M - 1, M, M + 1):
            if abs(M_low) > J_low:
                continue
            lower = theta_function(J_low, M_low)
            if M_low == M:
                z = np.sum(W * upper * X * lower)**2
                total += z
                z_total += z
            else:
                total += 0.5 * np.sum(W * upper * np.sqrt(1 - X**2) * lower)**2
        per_upper.append(total)
    return np.array(per_upper), z_total


rotor = {}
for J in (0, 1, 10, 30):
    each, z_sum = rotor_strengths(J, J + 1)
    rotor[J] = (each.sum(), z_sum)
    assert np.allclose(each, (J + 1) / (2 * J + 3), rtol=1e-8)
    assert np.isclose(z_sum, each.sum() / 3, rtol=1e-8)

# --- Counting of cavity modes in a periodic box (two polarizations) ---
n = np.arange(-61, 62)
r2 = n[:, None, None]**2 + n[None, :, None]**2 + n[None, None, :]**2
r_in, r_out = 50.0, 60.0
counted_modes = 2 * np.count_nonzero((r2 >= r_in**2) & (r2 < r_out**2))
# Box side 1 m: omega = 2 pi c r; integrate omega^2/(pi^2 c^3).
w_in, w_out = 2 * np.pi * c * r_in, 2 * np.pi * c * r_out
density_modes = (w_out**3 - w_in**3) / (3 * np.pi**2 * c**3)
mode_ratio = counted_modes / density_modes
assert abs(mode_ratio - 1) < 0.01

# --- Steady state in thermal radiation must be the Boltzmann ratio ---
g_l, g_u, nu_test, strength_test = 21, 23, 2044.0, 0.11
omega = 2 * np.pi * C_CM * nu_test
b_total = np.pi * strength_test * DEBYE**2 / (3 * eps0 * hbar**2)
a_test = einstein_a(nu_test, strength_test / g_u)
for T in (300.0, 1000.0, 5000.0):
    photons = np.arange(400)
    weights = np.exp(-photons * hbar * omega / (kB * T))
    mean_photons = np.sum(photons * weights) / np.sum(weights)
    rho = omega**2 / (np.pi**2 * c**3) * hbar * omega * mean_photons
    ratio = (b_total / g_l * rho) / (a_test + b_total / g_u * rho)
    boltzmann = g_u / g_l * np.exp(-C2 * nu_test / T)
    assert np.isclose(ratio, boltzmann, rtol=1e-7)

# --- A against radiation damping of a classical charged oscillator ---
charge, mass = 0.2 * const.e, 10 * const.atomic_mass
w_osc = 2 * np.pi * C_CM * NU_VIB
y = np.linspace(-10, 10, 4001)
dy = y[1] - y[0]
psi0 = np.pi**-0.25 * np.exp(-y**2 / 2)
psi1 = np.sqrt(2) * y * psi0
psi2 = (2 * y**2 - 1) / np.sqrt(2) * psi0
y10, y21 = np.sum(psi1 * y * psi0) * dy, np.sum(psi2 * y * psi1) * dy
assert np.isclose(y21**2 / y10**2, 2, rtol=1e-8)
mu_osc = charge * np.sqrt(hbar / (mass * w_osc)) * y10 / DEBYE
a_osc = einstein_a(NU_VIB, mu_osc**2)
swing = 1e-12                     # m, cancels in the damping rate
flux = w_osc**4 * (charge * swing)**2 * (1 - X**2) / (32 * np.pi**2 * eps0 * c**3)
power = 2 * np.pi * np.sum(W * flux)
damping = power / (0.5 * mass * w_osc**2 * swing**2)
assert np.isclose(a_osc, damping, rtol=1e-7)


# --- Integrated linear-response absorption profile of one line ---
def response_intensity(J, T):
    nu0 = energy(1, J + 1) - energy(0, J)
    Q = partition(T)
    p_low = np.exp(-C2 * energy(0, J) / T) / Q
    p_up = np.exp(-C2 * energy(1, J + 1) / T) / Q
    strength = rotor[J][0] * (MU10 * DEBYE)**2
    grid = nu0 + np.linspace(-50, 50, 100001)
    to_w = 2 * np.pi * C_CM
    w, w_line, gamma = to_w * grid, to_w * nu0, to_w * 0.01
    alpha = strength * (p_low - p_up) / (3 * hbar) * (
        1 / (w_line - w - 1j * gamma) + 1 / (w_line + w + 1j * gamma))
    sigma = w / (eps0 * c) * alpha.imag * 1e4      # cm^2
    return np.sum((sigma[1:] + sigma[:-1]) / 2) * (grid[1] - grid[0])


Q_ref, Q_hot = partition(T_REF), partition(T_HOT)
lines = {}
for J in (10, 30):
    nu = energy(1, J + 1) - energy(0, J)
    e_low, g_up = energy(0, J), 2 * J + 3
    strength = (J + 1) * MU10**2
    a = einstein_a(nu, strength / g_up)
    s_ref = intensity(a, g_up, nu, e_low, T_REF, Q_ref)
    factors = scaling_factors(nu, e_low, T_HOT, T_REF)
    s_hot = s_ref * np.prod(factors)
    resp_ref, resp_hot = response_intensity(J, T_REF), response_intensity(J, T_HOT)
    # Lorentzian wings outside the window hold about 1.3e-4 of the area.
    assert np.isclose(s_ref, resp_ref, rtol=5e-4)
    assert np.isclose(s_hot, resp_hot, rtol=5e-4)
    lines[J] = (nu, e_low, g_up, strength, a, s_ref, factors, s_hot, resp_ref, resp_hot)
assert lines[10][7] < lines[10][5] and lines[30][7] > lines[30][5]


# --- Sum of S/nu over all lines, hot bands included ---
def summed_lines(T):
    Q, total = partition(T), 0.0
    for v in range(V_MAX + 1):
        for J in range(J_MAX + 1):
            for J_up, hl in ((J + 1, J + 1), (J - 1, J)):
                if J_up < 0:
                    continue
                nu = energy(v + 1, J_up) - energy(v, J)
                g_up = 2 * J_up + 1
                a = einstein_a(nu, (v + 1) * hl * MU10**2 / g_up)
                total += intensity(a, g_up, nu, energy(v, J), T, Q) / nu
    return total


sum_ref, sum_hot = summed_lines(T_REF), summed_lines(T_HOT)
sum_expected = 2 * np.pi**2 * (MU10 * DEBYE)**2 / (3 * eps0 * h * c) * 1e4
assert np.isclose(sum_ref, sum_expected, rtol=1e-8)
assert np.isclose(sum_hot, sum_expected, rtol=1e-8)

Q_rot_hot, Q_rot_ref = partition(T_HOT, 0), partition(T_REF, 0)
wrong_ratio = (Q_rot_ref / Q_rot_hot) / (Q_ref / Q_hot)

print(f"1 debye = {DEBYE:.5e} C m")
print(f"c2 = h c/k = {C2:.6f} cm K")
print(f"coefficient of A = {A_COEF:.4e} 1/s per (cm^-3 D^2)")
print(f"coefficient of S = {S_COEF:.4e} cm^2/molecule per D^2")
print(f"driven system: computed area / (pi V^2 t/2) = {drive_ratio:.4f}")
print(f"cavity modes: counted {counted_modes}, from density {density_modes:.0f}")
print(f"R(10) rotor strength, all components = {rotor[10][0]:.4f}, z only = {rotor[10][1]:.4f}")
print(f"oscillator: charge {charge/const.e:.1f} e, mass {mass/const.atomic_mass:.1f} u")
print(f"oscillator: transition dipole = {mu_osc:.5f} D")
print(f"oscillator: A = {a_osc:.5f} 1/s, classical damping = {damping:.5f} 1/s")
print(f"model: vibration {NU_VIB:.0f} 1/cm, B {B_ROT:.1f} 1/cm, dipole {MU10:.1f} D")
print(f"Q({T_REF:.0f} K) = {Q_ref:.3f}, Q({T_HOT:.0f} K) = {Q_hot:.3f}")
for J, (nu, e_low, g_up, strength, a, s_ref, f, s_hot, rr, rh) in lines.items():
    print(f"R({J}): nu = {nu:.1f} 1/cm, lower energy = {e_low:.1f} 1/cm, g_up = {g_up}")
    print(f"R({J}): strength = {strength:.4f} D^2, strength/g_up = {strength/g_up:.6f} D^2")
    print(f"R({J}): A = {a:.4f} 1/s")
    print(f"R({J}): Boltzmann factor at {T_REF:.0f} K = {np.exp(-C2*e_low/T_REF):.5e}")
    print(f"R({J}): 1-exp(-c2 nu/T) at {T_REF:.0f} K = {1-np.exp(-C2*nu/T_REF):.6f}")
    print(f"R({J}): S({T_REF:.0f} K) = {s_ref:.4e}, response {rr:.4e} cm/molecule")
    print(f"R({J}): factors Q {f[0]:.5f}, Boltzmann {f[1]:.4f}, stimulated {f[2]:.5f}")
    print(f"R({J}): S({T_HOT:.0f} K)/S({T_REF:.0f} K) = {s_hot/s_ref:.4f}")
    print(f"R({J}): S({T_HOT:.0f} K) = {s_hot:.4e}, response {rh:.4e} cm/molecule")
print(f"sum of S/nu at {T_REF:.0f} K = {sum_ref:.5e} cm^2/molecule")
print(f"sum of S/nu at {T_HOT:.0f} K = {sum_hot:.5e} cm^2/molecule")
print(f"rotation-only Q({T_HOT:.0f} K) = {Q_rot_hot:.3f}")
print(f"error of scaled S({T_HOT:.0f} K) with rotation-only Q = {100*(wrong_ratio-1):.2f} percent")
print("all good")
```

It prints:

```
1 debye = 3.33564e-30 C m
c2 = h c/k = 1.438777 cm K
coefficient of A = 3.1362e-07 1/s per (cm^-3 D^2)
coefficient of S = 4.1624e-19 cm^2/molecule per D^2
driven system: computed area / (pi V^2 t/2) = 0.9969
cavity modes: counted 761568, from density 762360
R(10) rotor strength, all components = 11.0000, z only = 3.6667
oscillator: charge 0.2 e, mass 10.0 u
oscillator: transition dipole = 0.02789 D
oscillator: A = 1.95156 1/s, classical damping = 1.95156 1/s
model: vibration 2000 1/cm, B 2.0 1/cm, dipole 0.1 D
Q(296 K) = 103.205, Q(1000 K) = 368.592
R(10): nu = 2044.0 1/cm, lower energy = 220.0 1/cm, g_up = 23
R(10): strength = 0.1100 D^2, strength/g_up = 0.004783 D^2
R(10): A = 12.8088 1/s
R(10): Boltzmann factor at 296 K = 3.43228e-01
R(10): 1-exp(-c2 nu/T) at 296 K = 0.999952
R(10): S(296 K) = 3.1122e-19, response 3.1119e-19 cm/molecule
R(10): factors Q 0.28000, Boltzmann 2.1230, stimulated 0.94723
R(10): S(1000 K)/S(296 K) = 0.5631
R(10): S(1000 K) = 1.7524e-19, response 1.7522e-19 cm/molecule
R(30): nu = 2124.0 1/cm, lower energy = 1860.0 1/cm, g_up = 63
R(30): strength = 0.3100 D^2, strength/g_up = 0.004921 D^2
R(30): A = 14.7872 1/s
R(30): Boltzmann factor at 296 K = 1.18457e-04
R(30): 1-exp(-c2 nu/T) at 296 K = 0.999967
R(30): S(296 K) = 3.1456e-22, response 3.1452e-22 cm/molecule
R(30): factors Q 0.28000, Boltzmann 581.0506, stimulated 0.95295
R(30): S(1000 K)/S(296 K) = 155.0392
R(30): S(1000 K) = 4.8769e-20, response 4.8763e-20 cm/molecule
sum of S/nu at 296 K = 4.16238e-21 cm^2/molecule
sum of S/nu at 1000 K = 4.16238e-21 cm^2/molecule
rotation-only Q(1000 K) = 347.851
error of scaled S(1000 K) with rotation-only Q = 5.96 percent
all good
```
